# Twofold and fourfold valley ground levels in a 5 nm silicon well

## Problem

An unstrained silicon film of thickness $L = 5$ nm has its surface normal along [001], taken as $z$. Its walls are treated as infinitely high. The conduction band has six equivalent valleys, centred at distance $k_0$ from the zone centre along $\pm x$, $\pm y$ and $\pm z$. Each valley has mass $m_l = 0.916\,m_0$ along its own axis and $m_t = 0.19\,m_0$ across it, where $m_0$ is the free-electron mass.

1. Which mass governs confinement in each valley, and how do the six valleys group?
2. Find the ground level of each group and the separation between them.
3. Is this separation the gap between the two lowest subbands?
4. What share of the electrons is in the fourfold valleys at 300 K, if the electron gas is dilute?
5. The walls are really oxide layers. Estimate how far a finite barrier moves the separation, and size the other main omissions.

Energies are measured from the bulk conduction-band minimum, which is common to all six valleys when there is no strain. A "level" is the bottom of a subband, where the in-plane wavevector sits at the valley minimum. The valleys are taken as parabolic and uncoupled.

## Solution

### 1. The confinement mass

For a valley on the $+z$ axis,

$$E(\mathbf k)=\frac{\hbar^2}{2}\left[\frac{k_x^2+k_y^2}{m_t}+\frac{(k_z-k_0)^2}{m_l}\right].$$

For a valley on the $+x$ axis,

$$E(\mathbf k)=\frac{\hbar^2}{2}\left[\frac{(k_x-k_0)^2}{m_l}+\frac{k_y^2+k_z^2}{m_t}\right].$$

The $-z$ and $-x$ valleys have $k_0\to-k_0$, and the $y$ valleys follow by exchanging $x$ and $y$. No expression contains a product such as $k_xk_z$, so the motion along $z$ separates from the in-plane motion.

The confinement mass $m_z$ is the one that divides the $k_z$ term. It is $m_l$ for the two valleys on the $z$ axis and $m_t$ for the four in-plane valleys. The film therefore splits the six valleys into a twofold and a fourfold group.

### 2. The levels and their separation

In the twofold valleys $k_z$ is measured from $k_0$, not from zero. Replacing $k_z$ by $-i\,d/dz$ gives

$$\frac{\hbar^2}{2m_l}\left(-i\frac{d}{dz}-k_0\right)^2\psi=E\psi .$$

Write $\psi(z)=e^{ik_0z}F(z)$, where $F$ is the envelope. The product rule gives

$$\left(-i\frac{d}{dz}-k_0\right)e^{ik_0z}F=e^{ik_0z}\left(k_0F-iF'-k_0F\right)=e^{ik_0z}(-iF').$$

Applying the operator a second time gives $e^{ik_0z}(-F'')$. The phase factor cancels from both sides, leaving

$$-\frac{\hbar^2}{2m_z}F''=EF,\qquad F(0)=F(L)=0 .$$

The boundary conditions hold because $\psi$ vanishes at the walls and the phase factor is never zero. The in-plane valleys obey the same equation, with $m_z=m_t$ and no offset to remove. A diagonalization that keeps $k_0=9.84$ nm$^{-1}$ in the operator gives the same twofold ground level, 16.42 meV, as the formula below.

Multiplying the equation by $F^*$ and integrating by parts gives $E\int|F|^2dz=(\hbar^2/2m_z)\int|F'|^2dz$. Hence $E>0$, since $E=0$ would require a constant $F$, which the walls force to zero. With $q=\sqrt{2m_zE}/\hbar$, the general solution is $F=a\sin qz+b\cos qz$. The wall at $z=0$ gives $b=0$. The wall at $z=L$ gives $\sin qL=0$, so $q=n\pi/L$ with $n=1,2,3,\dots$ and

$$E_n=\frac{\hbar^2\pi^2n^2}{2m_zL^2}.$$

Let $E^{(2)}_n$ and $E^{(4)}_n$ denote the twofold and fourfold ladders. The separation of their ground levels is

$$\Delta=E^{(4)}_1-E^{(2)}_1=\frac{\hbar^2\pi^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right).$$

For the numbers, start from the level that a free-electron mass would have. With $\hbar^2/2m_0=38.100$ meV nm$^2$,

$$\frac{38.100\times\pi^2}{5^2}\ \text{meV}=15.041\ \text{meV}.$$

Dividing by each mass ratio,

$$E^{(2)}_1=\frac{15.041}{0.916}=16.42\ \text{meV},\qquad E^{(4)}_1=\frac{15.041}{0.19}=79.16\ \text{meV},$$

$$\Delta=79.16-16.42=62.74\ \text{meV}\approx 63\ \text{meV}\quad(0.063\ \text{eV}).$$

The twofold group lies lower because a heavy particle needs less kinetic energy to fit the same half wave into the film. If the two masses were equal, $\Delta$ would vanish. For fixed masses $\Delta$ falls as $1/L^2$, so it equals the room-temperature thermal energy, 25.85 meV, at $L=5\sqrt{62.74/25.85}\approx7.8$ nm.

### 3. The order of the subbands

The second level of the twofold ladder is

$$E^{(2)}_2=4\times16.42=65.68\ \text{meV},$$

which is below the fourfold ground level at 79.16 meV. The two lowest subbands therefore both belong to the twofold valleys, and their gap is $65.68-16.42=49.26$ meV. The separation $\Delta$ is the distance between the bottoms of two ladders, with one further subband in between.

This order does not depend on thickness in the hard-wall model. The ratio $E^{(4)}_1/E^{(2)}_1=m_l/m_t=4.82$ lies between $2^2$ and $3^2$ for any $L$.

### 4. Thermal occupation

The in-plane motion fixes how many states each subband offers. Let the in-plane masses be $m_1$ and $m_2$. States with in-plane energy below $\varepsilon$ fill an ellipse in wavevector space with semi-axes $\sqrt{2m_1\varepsilon}/\hbar$ and $\sqrt{2m_2\varepsilon}/\hbar$. Its area is $2\pi\sqrt{m_1m_2}\,\varepsilon/\hbar^2$. Dividing by $(2\pi)^2$, doubling for spin and differentiating with respect to $\varepsilon$ gives the density of states per unit film area and per valley,

$$D=\frac{\sqrt{m_1m_2}}{\pi\hbar^2}.$$

For the twofold valleys both in-plane masses are $m_t$, so $\sqrt{m_1m_2}=0.19\,m_0$. For the fourfold valleys they are $m_l$ and $m_t$, so $\sqrt{m_1m_2}=0.417\,m_0$.

In a dilute gas the Boltzmann factor applies, and integrating it over $\varepsilon$ gives each subband a weight $D\,k_BT\,e^{-E_n/k_BT}$. Factors common to all subbands cancel in the share. Including the number of valleys, the remaining weights are

$$w_2=2(0.19)\left(e^{-16.42/25.85}+e^{-65.68/25.85}+\dots\right)\approx0.38\times0.612=0.233,$$

$$w_4=4(0.417)\left(e^{-79.16/25.85}+\dots\right)\approx1.668\times0.0468=0.078 .$$

The fourfold share is $0.078/(0.233+0.078)\approx25$ percent. Although $\Delta$ is about $2.4\,k_BT$, the larger number of valleys and their larger density of states keep this share substantial.

The thick-film limit checks the weights. When many levels lie within $k_BT$, the sum over $n$ becomes an integral:

$$\sum_n e^{-E_1n^2/k_BT}\approx\int_0^\infty e^{-E_1n^2/k_BT}\,dn=\frac12\sqrt{\frac{\pi k_BT}{E_1}}\propto\sqrt{m_z}.$$

Then $w_2\propto2m_t\sqrt{m_l}$ and $w_4\propto4\sqrt{m_lm_t}\sqrt{m_t}=4m_t\sqrt{m_l}$. The fourfold share tends to $4/6$, as it must when all six valleys are equivalent.

The dilute assumption can be judged at a sheet density of $10^{12}$ cm$^{-2}$, a rough typical value. At zero temperature these electrons would fill the lowest subband to only 6.3 meV above its bottom, well below $k_BT$ at 300 K. The Boltzmann result is then a fair estimate, and it worsens as the density rises.

### 5. Finite barriers and other omissions

**Oxide barriers.** Let the barrier height be $V$ and the oxide mass $m_{ox}$. Put the origin at the film centre. The ground envelope is $\cos qz$ inside and decays as $e^{-\kappa|z|}$ outside, with $\kappa=\sqrt{2m_{ox}(V-E)}/\hbar$. Continuity of $F$ and of $F'/m$, which conserves the particle current, gives

$$\frac{q}{m_z}\tan\frac{qL}{2}=\frac{\kappa}{m_{ox}}.$$

For a high barrier $qL/2$ is slightly below $\pi/2$. Set $qL/2=\pi/2-\theta$, so that $\tan(qL/2)=1/\tan\theta$ and

$$\tan\theta=\frac{q\,m_{ox}}{m_z\kappa}.$$

Replacing $\tan\theta$ by $\theta$ and inserting the result in $qL+2\theta=\pi$ gives

$$q\left(L+\frac{2m_{ox}}{m_z\kappa}\right)\approx\pi .$$

The film behaves as a hard-wall well of larger thickness. The extension varies as $1/m_z$, so it is greater for the light confinement mass.

Take the rough values $V=3.1$ eV and $m_{ox}=0.5\,m_0$, for which $1/\kappa\approx0.157$ nm. The extension is $2(0.5/0.19)(0.157)=0.83$ nm for the fourfold valleys and $2(0.5/0.916)(0.157)=0.17$ nm for the twofold valleys. Thus

$$E^{(4)}_1\approx79.16\left(\frac{5}{5.83}\right)^2\approx58\ \text{meV},\qquad E^{(2)}_1\approx16.42\left(\frac{5}{5.17}\right)^2\approx15\ \text{meV}.$$

Solving the matching condition numerically gives 58.4 and 15.3 meV, a separation of 43 meV. With $m_{ox}=0.3\,m_0$ the separation is 47 meV.

This estimate ignores the in-plane wavevector $k_0$ of the fourfold valleys. If a smooth interface conserves it and the oxide band is isotropic and centred at zero wavevector, $\kappa^2$ gains $k_0^2$. For $m_{ox}=0.5\,m_0$, $\kappa$ rises from about 6.4 to $\sqrt{6.4^2+9.84^2}\approx11.7$ nm$^{-1}$. The fourfold extension shrinks to 0.45 nm, its level becomes about 67 meV, and the separation about 51 meV. With $m_{ox}=0.3\,m_0$ the separation is about 55 meV. This version is only a rough bracket. It adds $\hbar^2k_0^2/2m_{ox}$, about 7 eV for $m_{ox}=0.5\,m_0$ and 12 eV for $0.3\,m_0$, to a 3.1 eV barrier, far outside the range of a parabolic oxide band, and an amorphous oxide does not strictly conserve the in-plane wavevector. The size of the barrier correction thus depends on the interface model, but each of these versions lowers $\Delta$.

The barriers also affect the answers to questions 3 and 4. For $m_{ox}=0.5\,m_0$ the second twofold level falls to about 61 meV. If $k_0$ is ignored, the fourfold ground level at 58 meV lies below it, and the separation is then the gap between the two lowest subbands. If $k_0$ is conserved, the fourfold level at 67 meV stays above it and the hard-wall order is kept. The fourfold share of a dilute gas at 300 K rises from 25 percent to between about 31 and 41 percent in these versions.

**Other effects.** Each is applied alone to the hard-wall film, with rough material parameters.

- *Nonparabolicity.* With $E(1+\alpha E)$ equal to the parabolic energy and $\alpha=0.5$ eV$^{-1}$, the separation becomes 60 meV. The higher level is lowered more. This $\alpha$ is an average over directions. The silicon band is nearly parabolic along a valley axis and less nonparabolic than average along [001] in the in-plane valleys: a local empirical-pseudopotential band gives $\alpha\approx0.17$ eV$^{-1}$ there and a separation near 62 meV.
- *Thickness.* One atomic layer, 0.136 nm, more or less gives 59.5 or 66.3 meV.
- *Transverse field.* A field of 0.1 MV/cm gives 64 meV. To second order the field lowers each ground level by an amount proportional to $m_z$, because the level spacings in the denominators vary as $1/m_z$. The twofold level therefore drops further. Strong gate fields matter much more: at 1 MV/cm, beyond the second-order regime, the same hard-wall film has a separation of about 123 meV.
- *Strain.* A valley on axis $i$ shifts by a common term plus $\Xi_u\varepsilon_{ii}$. For an in-plane tensile strain of 0.1 percent, $\Xi_u=9$ eV and $\varepsilon_{zz}=-0.77\,\varepsilon_{xx}$, the separation grows by $9\times1.77\times0.001$ eV $\approx16$ meV.
- *Valley coupling.* Sharp walls mix the $+k_0$ and $-k_0$ valleys and split the twofold level. In a simple chain of $N$ atomic layers with abrupt ends the splitting oscillates with $N$, between nearly zero and about 2.3 meV for $N=32$ to $38$ (4.6 to 5.4 nm, counting $N+2$ layer spacings). The values are sensitive to $k_0$: lowering it from 0.85 to 0.84 of $2\pi/a$, with $a$ the lattice constant, changes the range to 0.3–1.8 meV. The chain gives only an order of magnitude and does not describe an oxide interface.

**The real film.** Silicon films a few nanometres thick between oxide layers are used in thin-body transistors, so the thickness here is realistic, and the two masses are the usual band-edge values. The assumption that fails most clearly in an unstrained film at low transverse field is the infinite wall: the estimates above move the separation from 63 meV to roughly 43–55 meV. Strain left by processing can shift it by a comparable amount, in either direction according to its sign. The figure of 63 meV is the result of the hard-wall model, not a prediction for a measured device.

## Calculated quantities

```
Film thickness L: 5.0 nm
Longitudinal mass: 0.916 m0
Transverse mass: 0.190 m0
hbar^2/(2 m0): 38.100 meV nm^2
Ground level for free-electron mass: 15.041 meV
Twofold ground level: 16.42 meV
Fourfold ground level: 79.16 meV
Separation, formula: 62.74 meV
Separation, grid diagonalization: 62.74 meV
Separation, main result converted: 0.0627 eV
Twofold ground level with k0 kept: 16.42 meV
Second twofold level (n = 2): 65.68 meV
Gap between two lowest subbands: 49.26 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Fourfold density-of-states mass per valley: 0.417 m0
Fourfold share of electrons, nondegenerate: 25.1 percent
Sheet density (rough typical): 1.0e+12 cm^-2
Zero-temperature filling of lowest subband: 6.3 meV
Oxide barrier (rough): 3.1 eV
Twofold level, oxide mass 0.3 m0 (rough): 15.6 meV
Fourfold level, oxide mass 0.3 m0 (rough): 62.2 meV
Separation, oxide mass 0.3 m0 (rough): 46.7 meV
Decay length at band edge, oxide mass 0.3 m0 (rough): 0.202 nm
Twofold level, oxide mass 0.5 m0 (rough): 15.3 meV
Fourfold level, oxide mass 0.5 m0 (rough): 58.4 meV
Separation, oxide mass 0.5 m0 (rough): 43.1 meV
Decay length at band edge, oxide mass 0.5 m0 (rough): 0.157 nm
Nonparabolicity alpha (rough): 0.5 1/eV
Separation with nonparabolicity: 60.0 meV
Transverse field: 0.1 MV/cm
Potential drop energy across film: 50.0 meV
Separation in this field: 64.0 meV
Lattice constant (rough): 0.543 nm
Atomic layer spacing: 0.136 nm
Separation, one layer thicker: 59.5 meV
Separation, one layer thinner: 66.3 meV
Valley position k0 (rough): 9.84 1/nm
Largest twofold splitting near 5 nm, chain model: 1.5 meV
Smallest twofold splitting near 5 nm, chain model: 0.7 meV
Shear deformation potential (rough): 9.0 eV
Strain ratio -eps_zz/eps_xx (rough): 0.77 
In-plane tensile strain: 0.1 percent
Increase of separation from this strain: 15.9 meV
```
